# Linear E ⊗ e Jahn–Teller Coupling: Chains and Ham Factors: a numerical check

```python
"""Linear E x e Jahn-Teller problem: conserved J, tridiagonal chains, Ham factors.

H/(hbar omega) = (P1^2+P2^2+Q1^2+Q2^2)/2 + k (Q1 sigma_z + Q2 sigma_x)
Electronic basis (theta, epsilon); Jahn-Teller energy E_JT = k^2/2.
J = L + sigma_y/2 is conserved, with half-odd eigenvalues j.
In the ground doublet sigma_y -> p sigma_y and sigma_z, sigma_x -> q times themselves.
Result under test: q = (1+p)/2 for one linear mode; in general
1 + p - 2q = 4 w_odd, where w_odd is the mirror-odd vibrational weight
attached to the electronic state |+> in the vibronic partner Psi_plus.
"""
from itertools import product
from math import sqrt
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import eval_genlaguerre, gammaln

SX = np.array([[0.0, 1.0], [1.0, 0.0]])
SZ = np.diag([1.0, -1.0])
SY = np.array([[0.0, -1.0j], [1.0j, 0.0]])


def lowering_operators(n_osc, n_max):
    """Annihilation matrices in the space with total quanta <= n_max."""
    states = [s for s in product(range(n_max + 1), repeat=n_osc)
              if sum(s) <= n_max]
    index = {s: i for i, s in enumerate(states)}
    ops = []
    for osc in range(n_osc):
        a = np.zeros((len(states), len(states)))
        for s, col in index.items():
            if s[osc] > 0:
                lower = list(s)
                lower[osc] -= 1
                a[index[tuple(lower)], col] = sqrt(s[osc])
        ops.append(a)
    return np.array(states), ops


def cartesian_model(modes, n_max, warp=0.0):
    """modes = [(frequency, linear coupling)]; warp = quadratic coupling."""
    states, ops = lowering_operators(2 * len(modes), n_max)
    dim = len(states)
    h = np.zeros((2 * dim, 2 * dim))
    for i, (freq, coupling) in enumerate(modes):
        q1 = (ops[2 * i] + ops[2 * i].T) / sqrt(2)
        q2 = (ops[2 * i + 1] + ops[2 * i + 1].T) / sqrt(2)
        quanta = states[:, 2 * i] + states[:, 2 * i + 1]
        h += np.kron(np.eye(2), np.diag(freq * (quanta + 1.0)))
        h += coupling * (np.kron(SZ, q1) + np.kron(SX, q2))
        if warp:
            h += 0.5 * warp * (np.kron(SZ, q1 @ q1 - q2 @ q2)
                               - np.kron(SX, q1 @ q2 + q2 @ q1))
    parity = (-1.0) ** states[:, 1::2].sum(axis=1)
    mirror = np.concatenate([parity, -parity])
    return h, mirror, ops


def ham_factors(h, mirror):
    """Ground energy, p, q and w_odd from the definitions."""
    vals, vecs = eigh(h, subset_by_index=[0, 2])
    assert vals[1] - vals[0] < 1e-8 and vals[2] - vals[1] > 1e-3
    pair = vecs[:, :2]
    signs, u = eigh(pair.T @ (mirror[:, None] * pair))
    assert np.allclose(signs, [-1, 1], atol=1e-7)
    odd, even = pair @ u[:, 0], pair @ u[:, 1]
    d = len(mirror) // 2
    q = even[:d] @ even[:d] - even[d:] @ even[d:]
    q_x = even[:d] @ odd[d:] + even[d:] @ odd[:d]
    if q_x * q < 0:          # partner must transform like epsilon
        odd, q_x = -odd, -q_x
    assert abs(q_x - q) < 1e-7
    p = even[:d] @ odd[d:] - even[d:] @ odd[:d]
    w_odd = 0.25 * np.sum((odd[:d] - even[d:]) ** 2)
    return vals[0], p, q, w_odd


def chain(l, k, size):
    """Diagonal and off-diagonal of the chain j = l + 1/2."""
    r = np.arange(size - 1)
    squares = np.where(r % 2 == 0, l + 1 + r // 2, (r + 1) // 2)
    return l + 1.0 + np.arange(size), k * np.sqrt(squares)


def chain_ground(l, k, size):
    vals, vecs = eigh_tridiagonal(*chain(l, k, size), select='i',
                                  select_range=(0, 0))
    c = vecs[:, 0]
    return vals[0], c / np.linalg.norm(c)


def chain_factors(k, size):
    energy, c = chain_ground(0, k, size)
    w_even, w_second = np.sum(c[::2] ** 2), np.sum(c[1::2] ** 2)
    return energy, w_even - w_second, w_even


# Worked model parameters
HW, EJT, DELTA = 50.0, 50.0, 0.5      # meV
k = sqrt(2 * EJT / HW)
NMAX = 24

# Conservation of J and completeness of the chains
h, mirror, (a1, a2) = cartesian_model([(1.0, k)], NMAX)
ang = 1j * (a2.T @ a1 - a1.T @ a2)
J = np.kron(np.eye(2), ang) + 0.5 * np.kron(SY, np.eye(len(a1)))
commutator = np.max(np.abs(h @ J - J @ h))
assert commutator < 1e-10
j_values = np.linalg.eigvalsh(J)
assert np.allclose(j_values - 0.5, np.round(j_values - 0.5), atol=1e-8)
full_spectrum = np.linalg.eigvalsh(h)
parts = []
for l in range(NMAX + 1):
    d, o = chain(l, k, NMAX - l + 1)
    block = np.diag(d) + np.diag(o, 1) + np.diag(o, -1)
    parts.extend([np.linalg.eigvalsh(block)] * 2)
chain_spectrum = np.sort(np.concatenate(parts))
assert len(chain_spectrum) == len(full_spectrum)
spectrum_error = np.max(np.abs(chain_spectrum - full_spectrum))
assert spectrum_error < 1e-9

# Ham factors: definition in the Cartesian basis against chain weights
e_full, p_full, q_full, odd_full = ham_factors(h, mirror)
e0, p, q = chain_factors(k, 60)
assert abs(e_full - e0) < 1e-9
assert abs(p_full - p) < 1e-8 and abs(q_full - q) < 1e-8
assert abs(q_full - (1 + p_full) / 2) < 1e-8 and odd_full < 1e-10

# Table, each row checked against the Cartesian definition
table = []
for ratio in (0.1, 0.25, 0.5, 1.0, 2.0, 4.0):
    kk = sqrt(2 * ratio)
    row = chain_factors(kk, 100)
    ht, mt, _ = cartesian_model([(1.0, kk)], NMAX)
    et, pt, qt, _ = ham_factors(ht, mt)
    assert abs(et - row[0]) < 1e-6
    assert abs(pt - row[1]) < 1e-6 and abs(qt - row[2]) < 1e-6
    assert abs(qt - (1 + pt) / 2) < 1e-7 and 0 < pt < 1
    lows = [chain_ground(l, kk, 100)[0] for l in range(8)]
    assert np.all(np.diff(lows) > 0)
    table.append((ratio,) + row)

# Radial functions: ordering bound, positivity, g < f, integral identity
step = 0.001
rho = (np.arange(9000) + 0.5) * step


def radial_pair(l, c):
    """Channels |+> (angular number l) and |-> (l+1), second sign reversed."""
    channels = []
    for shift in (0, 1):
        n = l + shift
        total = np.zeros_like(rho)
        for m, amp in enumerate(c[shift::2]):
            norm = sqrt(2 * np.exp(gammaln(m + 1) - gammaln(m + n + 1)))
            total += (amp * (-1) ** m * norm * rho ** n
                      * eval_genlaguerre(m, n, rho ** 2)
                      * np.exp(-rho ** 2 / 2))
        channels.append(total)
    sign = np.sign(np.sum(channels[0]))
    return sign * channels[0], -sign * channels[1]


_, c0 = chain_ground(0, k, 60)
c0 = c0 * np.sign(c0[0])
f, g = radial_pair(0, c0)
assert abs(np.sum((f ** 2 + g ** 2) * rho) * step - 1) < 1e-6
inner = rho < 5
assert np.all(f[inner] > 0) and np.all(g[inner] > 0)
assert np.all(g[inner] < f[inner])
left = k * np.sum((f ** 2 - g ** 2) * rho ** 2) * step
right = np.sum(f * g / (2 * rho)) * step
assert abs(left - right) < 1e-6
e1, c1 = chain_ground(1, k, 60)
e2, _ = chain_ground(2, k, 60)
f1, g1 = radial_pair(1, c1)
gap_bound = np.sum((f1 ** 2 + 3 * g1 ** 2) / (2 * rho)) * step
assert 0 < gap_bound <= e1 - e0

# Weak and strong coupling limits
weak = 0.05
ew, pw, qw = chain_factors(weak, 30)
assert abs(ew - (1 - weak ** 2 + weak ** 4 / 2)) < 10 * weak ** 6
assert abs(pw - (1 - 2 * weak ** 2 + 4 * weak ** 4)) < 30 * weak ** 6
strong = []
for ks, size, tol in ((12.0, 300, 0.2), (24.0, 700, 0.06)):
    es, ps, qs = chain_factors(ks, size)
    es1, _ = chain_ground(1, ks, size)
    assert abs((4 * ks ** 4 * ps - 1) * ks ** 2 - 3) < tol
    assert abs(es + ks ** 2 / 2 - 0.5 - 1 / (8 * ks ** 2)) < 1e-4
    assert abs((es1 - es) * ks ** 2 - 1) < 2 / ks ** 2
    strong.append((ks, ps, 4 * ks ** 4 * ps))

# Where equality fails: quadratic coupling, and two unequal frequencies
cases = []
hq, mq, _ = cartesian_model([(1.0, k)], NMAX, warp=0.2)
assert np.max(np.abs(hq @ J - J @ hq)) > 0.1
cases.append(("quadratic 0.2", ham_factors(hq, mq)))
for label, second in (("two modes 1,2", 2.0), ("two modes 1,1", 1.0)):
    hm, mm, _ = cartesian_model([(1.0, 0.8), (second, 0.8)], 8)
    cases.append((label, ham_factors(hm, mm)))
for label, (_, pc, qc, wc) in cases:
    assert abs(1 + pc - 2 * qc - 4 * wc) < 1e-7
assert 4 * cases[0][1][3] > 1e-4 and 4 * cases[1][1][3] > 1e-3
assert cases[2][1][3] < 1e-9

# Splittings from the full perturbed Hamiltonian
splits = []
for sigma, factor in ((SY, p), (SZ, q)):
    perturbed = h + 0.5 * DELTA / HW * np.kron(sigma, np.eye(len(a1)))
    low = eigh(perturbed, eigvals_only=True, subset_by_index=[0, 1])
    split = (low[1] - low[0]) * HW
    assert abs(split - factor * DELTA) < 5e-4 * DELTA
    splits.append(split)

print(f"mode quantum = {HW:.1f} meV")
print(f"Jahn-Teller energy = {EJT:.1f} meV")
print(f"coupling k = {k:.6f} (dimensionless)")
print(f"Cartesian basis: quanta <= {NMAX}, dimension {len(h)}")
print(f"largest |[H,J]| element = {commutator:.1e} hbar omega")
print(f"largest spectrum difference = {spectrum_error:.1e} hbar omega")
diag0, off0 = chain(0, k, 7)
print("j=1/2 diagonal (hbar omega):", np.round(diag0[:6], 4))
print("j=1/2 off-diagonal (hbar omega):", np.round(off0[:5], 4))
print("ground amplitudes r=0..5:", np.round(c0[:6], 5))
for name, energy in (("1/2", e0), ("3/2", e1), ("5/2", e2)):
    print(f"lowest j={name}: {energy:.6f} hbar omega")
print(f"ground energy = {e0 * HW:.4f} meV")
print(f"gap 3/2 - 1/2 = {(e1 - e0) * HW:.4f} meV")
print(f"lower bound on this gap = {gap_bound * HW:.4f} meV")
print(f"weight on |+>, l=0 = {q:.6f}")
print(f"weight on |->, l=1 = {1 - q:.6f}")
print(f"p = {p:.6f}, q = {q:.6f}")
print(f"Cartesian p = {p_full:.6f}, q = {q_full:.6f}")
print(f"radial identity: {left:.6f} and {right:.6f} hbar omega")
print(f"bare splitting Delta = {DELTA:.3f} meV")
print(f"sigma_y: full {splits[0]:.6f}, p*Delta {p * DELTA:.6f} meV")
print(f"sigma_z: full {splits[1]:.6f}, q*Delta {q * DELTA:.6f} meV")
print("E_JT/(hbar omega), E/(hbar omega), p, q:")
for ratio, et, pt, qt in table:
    print(f"  {ratio:5.2f}  {et:10.6f}  {pt:.6f}  {qt:.6f}")
print(f"weak k={weak}: E={ew:.8f} hbar omega, p={pw:.8f}, q={qw:.8f}")
for ks, ps, scaled in strong:
    print(f"strong k={ks:.0f}: p={ps:.4e}, 4k^4 p={scaled:.5f}")
print("two-mode runs: couplings 0.8, 0.8; total quanta <= 8")
print("model, p, q, 1+p-2q, 4 w_odd:")
for label, (_, pc, qc, wc) in cases:
    print(f"  {label}: {pc:.5f} {qc:.5f} {abs(1 + pc - 2 * qc):.5f} {4 * wc:.5f}")
print("checks complete")
```

Running it gives:

```
mode quantum = 50.0 meV
Jahn-Teller energy = 50.0 meV
coupling k = 1.414214 (dimensionless)
Cartesian basis: quanta <= 24, dimension 650
largest |[H,J]| element = 2.1e-14 hbar omega
largest spectrum difference = 8.9e-14 hbar omega
j=1/2 diagonal (hbar omega): [1. 2. 3. 4. 5. 6.]
j=1/2 off-diagonal (hbar omega): [1.4142 1.4142 2.     2.     2.4495]
ground amplitudes r=0..5: [ 0.63368 -0.61339  0.3938  -0.22961  0.10778 -0.04875]
lowest j=1/2: -0.368930 hbar omega
lowest j=3/2: 0.086336 hbar omega
lowest j=5/2: 0.658438 hbar omega
ground energy = -18.4465 meV
gap 3/2 - 1/2 = 22.7633 meV
lower bound on this gap = 16.7813 meV
weight on |+>, l=0 = 0.568606
weight on |->, l=1 = 0.431394
p = 0.137212, q = 0.568606
Cartesian p = 0.137212, q = 0.568606
radial identity: 0.193921 and 0.193921 hbar omega
bare splitting Delta = 0.500 meV
sigma_y: full 0.068606, p*Delta 0.068606 meV
sigma_z: full 0.284293, q*Delta 0.284303 meV
E_JT/(hbar omega), E/(hbar omega), p, q:
   0.10    0.815955  0.711820  0.855910
   0.25    0.577980  0.485645  0.742822
   0.50    0.233031  0.297017  0.648509
   1.00   -0.368930  0.137212  0.568606
   2.00   -1.445743  0.039547  0.519773
   4.00   -3.480048  0.006630  0.503315
weak k=0.05: E=0.99750311 hbar omega, p=0.99502486, q=0.99751243
strong k=12: p=1.2313e-05, 4k^4 p=1.02132
strong k=24: p=7.5747e-07, 4k^4 p=1.00524
two-mode runs: couplings 0.8, 0.8; total quanta <= 8
model, p, q, 1+p-2q, 4 w_odd:
  quadratic 0.2: 0.10948 0.55463 0.00022 0.00022
  two modes 1,2: 0.35737 0.67616 0.00505 0.00505
  two modes 1,1: 0.23474 0.61737 0.00000 0.00000
checks complete
```
